\section*{Capillary Breakup of a Metallic Filament by Surface Diffusion, part 2}

A warm metallic filament, with no current flowing, can neck and break because its atoms move along the surface and lower the surface energy. Which spacing of necks grows fastest, and how quickly? The model is a solid cylinder of radius $R$ along $z$, at uniform temperature, with isotropic surface energy $\gamma$ per area. There is no evaporation, bulk diffusion, electromigration or elastic stress, and the surroundings do not resist the motion.

Formulas hold in any consistent units; numbers are in eV, angstrom and seconds. Subscripts $z,t,\theta$ on $r$, $\eta$ and $\kappa$ denote derivatives. The sum of principal curvatures $\kappa$, the area gained per volume added, is $1/R$ on the cylinder. For an axisymmetric surface $r(z,t)$, with $w=\sqrt{1+r_z^2}$,
\begin{equation}
 \kappa=\frac{1}{rw}-\frac{r_{zz}}{w^3}.
 \label{kappa}
\end{equation}
The chemical potential is $\mu=\gamma\Omega\kappa$, with $\Omega$ the atomic volume. The surface flux $J$, in atoms per unit length and time, is $-M$ times the gradient of $\mu$ along the surface. For atoms of areal density $\nu$ and surface diffusivity $D_s$, the mobility is
\begin{equation}
 M=\frac{D_s\nu}{k_BT}.
 \label{mobility}
\end{equation}
For constant $M$, conservation of atoms gives
\begin{equation}
 r_t=\frac{B}{r}\frac{\partial}{\partial z}
 \left(\frac{r}{w}\frac{\partial\kappa}{\partial z}\right),
 \qquad B=M\gamma\Omega^2 .
 \label{full}
\end{equation}
Set $r=R+\eta$ and let $\kappa_1$ be the first-order change of $\kappa$. A small ripple $\eta\propto e^{\sigma t+ikz}$, with $q=kR$, grows at the rate
\begin{equation}
 \sigma=B\left(\frac{k^2}{R^2}-k^4\right)=\frac{B}{R^4}\,q^2(1-q^2).
 \label{sigma0}
\end{equation}
The neutral wavelength is $2\pi R$ ($q=1$). The fastest wave has $q^*=1/\sqrt2$ and
\begin{equation}
 \lambda^*=\frac{2\pi R}{q^*}=2\pi\sqrt2\,R,\qquad
 \sigma^*=\frac{B}{4R^4}.
 \label{main}
\end{equation}
If $M$ depends on $\mu$, these linear results hold with $M$ taken on the unperturbed cylinder; this was tested with $M\propto e^{\mu/k_BT}$. The "area coefficient" in the computed values is the area change per length of a static ripple of amplitude $\varepsilon$, in units of $\pi\varepsilon^2/(2R)$; theory gives $q^2-1$.

Could a ripple that also varies with the angle $\theta$ around the circumference grow faster?

\subsection{Ripples that vary around the circumference}

Let the surface be $r(\theta,z)$. In cylindrical unit vectors its tangent vectors are
\begin{equation}
 \mathbf X_\theta=r_\theta\hat{\mathbf r}+r\hat{\boldsymbol\theta},\qquad
 \mathbf X_z=r_z\hat{\mathbf r}+\hat{\mathbf z},
\end{equation}
and their cross product, which points outward, is
\begin{equation}
 \mathbf X_\theta\times\mathbf X_z
 =r\hat{\mathbf r}-r_\theta\hat{\boldsymbol\theta}-rr_z\hat{\mathbf z}.
 \label{cross}
\end{equation}
Its length is the area per $d\theta\,dz$:
\begin{equation}
 f=\sqrt{r^2+r_\theta^2+r^2r_z^2}
 =r+\frac{r_\theta^2}{2r}+\frac{r r_z^2}{2}+\cdots ,
\end{equation}
where the omitted terms are of fourth order in the slopes. A radial change $\delta r$ adds the volume $r\,\delta r\,d\theta\,dz$. As in the axisymmetric case, $\kappa$ is the variation of area divided by that of volume:
\begin{equation}
 \kappa=\frac1r\left[\frac{\partial f}{\partial r}
 -\partial_\theta\frac{\partial f}{\partial r_\theta}
 -\partial_z\frac{\partial f}{\partial r_z}\right].
\end{equation}
For $r=R+\eta$, the three terms in the bracket are $1$, $-\eta_{\theta\theta}/R$ and $-R\eta_{zz}$ to first order. With $1/r=1/R-\eta/R^2+\cdots$ in front,
\begin{equation}
 \kappa_1=-\frac{\eta+\eta_{\theta\theta}}{R^2}-\eta_{zz}.
 \label{konegeneral}
\end{equation}

On a general surface the flux is $\mathbf J=-M\nabla_s\mu$, and the outward normal velocity is $v_n=-\Omega\nabla_s\cdot\mathbf J$, where $\nabla_s$ acts along the surface. For constant $M$ this is $v_n=B\nabla_s^2\kappa$. Two simplifications hold to first order. The uniform part of $\kappa$ has no gradient, so $\nabla_s^2$ may be taken on the unperturbed cylinder, where it is $\partial_z^2+R^{-2}\partial_\theta^2$. By \eqref{cross} the radial component of the unit normal is $r/f=1+O(\eta^2)$, so $v_n=\eta_t$. Therefore
\begin{equation}
 \eta_t=B\left(\partial_z^2+\frac{1}{R^2}\partial_\theta^2\right)\kappa_1 .
\end{equation}
Insert $\eta\propto e^{\sigma t+ikz+im\theta}$ with integer $m\ge0$; negative $m$ has the same rate. Equation \eqref{konegeneral} gives $\kappa_1=(q^2+m^2-1)\eta/R^2$, and the Laplacian contributes $-(q^2+m^2)/R^2$. Hence
\begin{equation}
 \sigma=\frac{B}{R^4}(q^2+m^2)(1-q^2-m^2).
 \label{general}
\end{equation}

For $m=0$ the earlier result returns. For $m=1$ the rate is $-(B/R^4)(1+q^2)q^2$, which is zero at $q=0$ and negative otherwise. The zero is required: $\eta\propto\cos\theta$ with $k=0$ shifts the whole cylinder sideways and changes no curvature. For $m\ge2$ the second factor is negative at every $q$. Growth therefore requires $m=0$ and $0<q<1$, and $\lambda^*$ is the fastest wavelength among all small ripples of the model.

Equation \eqref{general} was tested against the velocity of the full curved surface, with tangent vectors, curvature and divergence evaluated on a grid. For $m=0,1,2$ and $q=0.4,0.7,1.3$ the largest difference was $3\times10^{-7}$ relative to $1+|\sigma|R^4/B$. A search for the fastest axisymmetric mode in the same geometry gave $q=0.7071$ and $\sigma=0.2500\,B/R^4$.

\subsection{From a growth rate to an observed spacing}

A real surface starts with many small ripples at once. While they remain small they grow independently. Let $a_0(q)$ be their initial amplitude and $T=Bt/R^4$ the scaled time. With $\delta=q-q^*$,
\begin{equation}
 \left(q^2-\tfrac12\right)^2=\delta^2(\sqrt2+\delta)^2\simeq2\delta^2 ,
\end{equation}
so near the maximum
\begin{equation}
 a(q,t)\simeq a_0(q)\,e^{T/4}e^{-2T\delta^2}.
 \label{spectrum}
\end{equation}
The growth factor falls to $e^{-1/2}$ of its peak at $|\delta|=1/(2\sqrt T)$. If $a_0$ is smooth, setting the derivative of $\ln a_0-2T\delta^2$ to zero puts the peak at
\begin{equation}
 \delta_{\rm peak}\simeq\frac{1}{4T}\frac{d\ln a_0}{dq}.
\end{equation}
It approaches $q^*$ as $T$ grows, provided that the ripples are still small.

That proviso limits the sharpness of selection. At $T=13$, the value found in the next subsection for an initial amplitude of $0.01R$, $1/(2\sqrt T)=0.14$, which is about 20\% of $q^*$. A larger initial amplitude leaves less time for selection and makes it less sharp. The neck spacings should therefore scatter appreciably around $\lambda^*$. A strong initial ripple at another unstable wavelength can also win, because it starts ahead. The result predicts the fastest linear growth from weak, broadband roughness; it does not fix every final spacing.

\subsection{What happens when the neck is no longer small}

Take one fastest wave with initial amplitude $0.01R$, and ask when the neck radius reaches $R/2$. Extrapolating the linear law gives
\begin{equation}
 T_{\rm lin}=4\ln\frac{0.5}{0.01}=15.65 .
\end{equation}
Numerical integration of the full axisymmetric equation gives $T=13.32$, which is 15\% earlier relative to the linear value. In its early stage the same integration grows at $0.2503\,B/R^4$, close to the linear rate.

The next order in amplitude explains part of the difference. Set $R=B=1$ in this subsection. Expanding the axisymmetric curvature $1/(rw)-r_{zz}/w^3$, with $w=\sqrt{1+r_z^2}$, to second order gives
\begin{equation}
 \kappa=1-\eta-\eta_{zz}+\eta^2-\tfrac12\eta_z^2+\cdots .
\end{equation}
In $r_t=r^{-1}\partial_z(rw^{-1}\kappa_z)$ the factor $w^{-1}$ first matters at third order, because $\kappa_z$ is already of first order. To second order,
\begin{equation}
 \eta_t=(1-\eta)\,\partial_z[(1+\eta)\kappa_z]
 =\kappa_{zz}+\eta_z\kappa_z,
 \label{second}
\end{equation}
since the two terms $\pm\eta\kappa_{zz}$ cancel. Insert $\eta=a\cos kz$ with $k^2=1/2$ into the quadratic terms. The first-order curvature is $-\frac12a\cos kz$, so
\begin{align}
 \partial_z^2\left(\eta^2-\tfrac12\eta_z^2\right)
 &=\partial_z^2\left[a^2\left(\tfrac38+\tfrac58\cos2kz\right)\right]
 =-\tfrac54a^2\cos2kz,\\
 \eta_z\kappa_z&=-\tfrac14a^2\sin^2kz
 =-\tfrac18a^2+\tfrac18a^2\cos2kz .
\end{align}
The quadratic terms thus drive a change $c$ of the mean radius and a second harmonic $b\cos2kz$:
\begin{equation}
 \dot c=-\tfrac18a^2,\qquad \dot b=-2b-\tfrac98a^2 .
\end{equation}
The $-2$ is the linear rate at $q^2=2$. Since $a^2\propto e^{t/2}$, the growing solutions are $c=-a^2/4$ and $b=-\frac98a^2/(2+\frac12)=-0.45a^2$; corrections from the initial condition are negligible by the time the neck is deep. The value of $c$ agrees with volume conservation, which requires $2c+a^2/2=0$ at this order.

At the neck $\cos kz=-1$ and $\cos2kz=1$, so
\begin{equation}
 r_{\rm neck}=1-a-0.70a^2+\cdots .
\end{equation}
Both second-order terms deepen the neck. Setting $r_{\rm neck}=1/2$ gives $a=0.39$ and $T=4\ln(0.39/0.01)=14.7$. This accounts for somewhat less than half of the shift from 15.65 to 13.32; the rest lies beyond second order. Near actual pinch-off the expansion fails, and the continuum model fails too when the neck is a few atoms wide.

\subsection{A filament between two electrodes}

A filament of length $L$ cannot hold a ripple longer than its ends permit. Take electrodes at $z=0$ and $z=L$ that the surface meets at $90^\circ$ and through which no surface atoms pass. The first condition is $\eta_z=0$. The second is $\partial_z\kappa_1=0$, which with $\kappa_1=-\eta/R^2-\eta_{zz}$ and $\eta_z=0$ becomes $\eta_{zzz}=0$. The functions
\begin{equation}
 \eta_n=\cos\frac{n\pi z}{L},\qquad q_n=\frac{n\pi R}{L},\qquad n=1,2,\ldots
\end{equation}
satisfy both conditions and form a complete set for axisymmetric ripples once $n=0$ is removed, which changes the volume at first order. The rate of each is the earlier $\sigma$ at $q=q_n$. Instability to small ripples requires $q_1<1$, or
\begin{equation}
 L>\pi R .
\end{equation}
The limit is half the neutral wavelength, because the $n=1$ mode contains half a wave: one end thickens and the other thins. As $L\to\infty$ the allowed $q_n$ become dense and the result for the long cylinder returns. Other contact angles or an exchange of atoms with the electrodes would change this length condition. The condition concerns small ripples only: a somewhat shorter filament smooths out a small ripple but can still pinch off from a large one, so $L<\pi R$ does not guarantee the survival of a rough filament.

\subsection{Worked example}

The following are round model parameters, not those of a particular metal: $R=10$ \AA, $L=50$ \AA, $\gamma=0.080$ eV/\AA$^2$, $\Omega=16$ \AA$^3$ and $T=400$ K, now an ordinary temperature. The surface diffusivity has prefactor $10^{13}$ \AA$^2$/s and barrier 0.80 eV. The density is set to $\nu=\Omega^{-2/3}=0.1575$ \AA$^{-2}$, about one atom per surface site, so $D_s$ is here an average over all surface atoms and includes the fraction that is mobile. With $k_BT=0.03447$ eV,
\begin{align}
 D_s&=10^{13}\,e^{-0.80/0.03447}=833\ \text{\AA}^2/\text{s},\\
 M&=\frac{D_s\nu}{k_BT}=\frac{832.6\times0.1575}{0.03447}
 =3.80\times10^3\ \text{eV}^{-1}\text{s}^{-1},\\
 B&=M\gamma\Omega^2=3804\times0.080\times16^2
 =7.79\times10^4\ \text{\AA}^4/\text{s}.
\end{align}
For a long filament the main results are
\begin{align}
 \lambda^*&=2\pi\sqrt2\times10=88.9\ \text{\AA}=167.9\ \text{bohr},\\
 \frac1{\sigma^*}&=\frac{4\times10^4}{7.79\times10^4}
 =0.513\ \text{s}=2.12\times10^{16}\ \text{atomic units of time}.
\end{align}
For constant $M$ and an initial amplitude of $0.01R$, the half-neck time found above is $13.32R^4/B=1.71$ s, against 2.01 s from linear extrapolation. That amplitude is here only 0.1 \AA, much less than the size of an atom, so a rougher filament would reach the same neck sooner.

One fastest wavelength contains 27\,915 \AA$^3$, or about 1745 atoms. Collected into a sphere, this volume has radius 18.8 \AA. The area ratio of sphere to cylinder is
\begin{equation}
 \frac{4\pi(18.82)^2}{2\pi\times10\times88.86}=0.80 ,
\end{equation}
so complete breakup into such spheres would remove about 20\% of the surface energy.

The 50 \AA\ filament is shorter than $\lambda^*$, yet it exceeds $\pi R=31.4$ \AA\ and is unstable. Its first mode has $q_1=0.628$ and grows at 1.86 s$^{-1}$, 96\% of the maximum for a long cylinder. The second has $q_2=1.257$ and decays at 7.13 s$^{-1}$. In this model the short filament therefore thins at one end, with no periodic row of necks.

\subsection{How far the numbers can be trusted}

The wavelength depends on $R$ alone, whereas the time depends on every material parameter. Raising the barrier by 0.1 eV multiplies the time by $e^{0.1/0.03447}\simeq18$. At fixed $B$, doubling the radius multiplies it by $2^4=16$, from 0.513 s to 8.2 s.

Fixed $B$ is itself an assumption. Here $\gamma\Omega/R=0.128$ eV, or $3.7k_BT$. If the mobile density followed $e^{\mu/k_BT}$ and the stated diffusivity referred to a flat surface, $M$ on the cylinder would be larger by $e^{3.71}\simeq41$ and the growth correspondingly faster. The example takes the stated $M$ as the value on the cylinder itself.

The continuum description is also strained at $R=10$ \AA. In a crystal $\gamma$ depends on orientation, which can produce facets, and atomic steps can introduce barriers to motion that a smooth surface lacks. Either can shift the wavelength or stop the instability. 
A stiff surrounding is a stronger limit. An elastic medium of shear modulus $G$ around a cylindrical cavity of radius $R$ resists a small widening $\eta$ with the pressure $2G\eta/R$. For a long ripple this adds $2G\Omega\eta/R$ to $\mu$, against the capillary term $-\gamma\Omega\eta/R^2$ that drives the growth. The ripple is stopped if $G>\gamma/(2R)$, which is here 0.004 eV/\AA$^3$ or 0.64 GPa, far below the shear modulus of a dense oxide. This estimate assumes a medium that stays attached to the filament, deforms only elastically and does not itself move along the interface. Detachment, voids, creep or transport of the oxide's own atoms relieve the pressure, so the estimate does not show that filaments in real oxide cells are stable. The model itself applies to a filament with free space around it, or in a surrounding that is very soft or yields so easily that its resistance is negligible. A more viscous surrounding slows the growth and favours longer waves.

Under current, both electromigration and temperature gradients add terms to the flux. The wavelength $2\pi\sqrt2R$ is the prediction of isotropic surface diffusion alone, and the computed times are estimates for the chosen parameters. The numerical output below gives the values used here.

\section*{Computed values}
\begin{verbatim}
Largest scaled error of growth law: 2.7e-07
Fastest q found numerically: 0.70711
Fastest wavelength/R found: 8.8858
Predicted wavelength/R: 8.8858
Largest rate found: 0.250000 B/R^4
Neutral q found numerically: 1.000000
Rate at q=0.7, constant mobility: 0.24990 B/R^4
Rate at q=0.7, variable mobility: 0.24990 B/R^4
Area coefficient at q=0.7: -0.5100
Area coefficient at q=1.3: 0.6899
Early nonlinear growth rate: 0.25029 B/R^4
Initial amplitude in nonlinear run: 0.01 R
Half-neck time, nonlinear: 13.319 R^4/B
Half-neck time, linear: 15.648 R^4/B
Radius R: 10.0 angstrom
Filament length L: 50.0 angstrom
Surface energy gamma: 0.080 eV/angstrom^2
Atomic volume Omega: 16.0 angstrom^3
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Diffusion prefactor: 1.0e+13 angstrom^2/s
Diffusion barrier: 0.80 eV
Surface diffusivity: 832.6 angstrom^2/s
Areal density nu: 0.1575 1/angstrom^2
Mobility M: 3804.2 1/(eV s)
Capillary energy gamma*Omega/R: 0.1280 eV
Capillary energy/kT: 3.713
Coefficient B: 7.7910e+04 angstrom^4/s
Neutral wavelength: 62.83 angstrom
Fastest wavelength: 88.86 angstrom
Fastest wavelength: 167.92 bohr
Maximum growth rate: 1.9478 1/s
Shortest e-folding time: 0.5134 s
Shortest e-folding time: 2.1225e+16 a.u. of time
E-folding time at doubled radius: 8.215 s
Half-neck time, nonlinear: 1.710 s
Half-neck time, linear: 2.008 s
Volume per fastest wavelength: 27915 angstrom^3
Atoms per fastest wavelength: 1745
Equal-volume sphere radius: 18.82 angstrom
Minimum unstable length pi*R: 31.42 angstrom
Finite filament n=1: q = 0.6283
Finite filament n=1: rate = 1.8615 1/s
Finite filament n=1: rate/maximum = 0.9557
Finite filament n=2: q = 1.2566
Finite filament n=2: rate = -7.1252 1/s
\end{verbatim}
